# Electron-phonon coupling factor from the squared electronic density of states

A short laser pulse heats the electrons of a metal well above the lattice. The electrons then lose energy by emitting phonons. This problem asks how the rate of loss depends on the electronic density of states, and under which assumptions.

**Setting.** The crystal has $N$ cells with one atom each. Electrons have a Fermi distribution $f(\varepsilon)$ at temperature $T_e$ with chemical potential $\mu$. Phonons have a Bose distribution $n(\omega,T_l)=1/(e^{\omega/k_BT_l}-1)$ at temperature $T_l$. The algebra uses atomic units, so $\hbar=1$; $k_B$ is kept. The density of states $g(\varepsilon)$ is per atom and counts both spins. Energies are measured from the Fermi level at zero temperature, and $g_F=g(0)$. A phonon of frequency $\omega_q$, with $q=k'-k$, couples states $k$ and $k'$ of equal spin with squared matrix element $|M_{kk'}|^2/N$. Band and branch labels are understood in the sums.

## (a) The net power

**Write the power $P$ from electrons to lattice, per atom, and show that it vanishes at equal temperatures.**

Let $k'$ be the upper state, $\varepsilon_{k'}=\varepsilon_k+\omega_q$. Emission takes an electron from $k'$ to $k$ and needs $k'$ full and $k$ empty; its rate carries $n+1$. Absorption of the same phonon is the reverse process and carries $n$. Fermi's golden rule gives a factor $2\pi$, spin gives 2, and each event transfers $\omega_q$:

$$P=\frac{4\pi}{N^2}\sum_{kk'}\omega_q|M_{kk'}|^2\,\delta(\varepsilon_{k'}-\varepsilon_k-\omega_q)\,R,$$

$$R=f_{k'}(1-f_k)(n+1)-f_k(1-f_{k'})n .$$

One factor $1/N$ comes from the matrix element, the other from dividing by the number of atoms. The delta function makes $k'$ the upper state, so each pair enters once.

Since $f_{k'}(1-f_k)-f_k(1-f_{k'})=f_{k'}-f_k$,

$$R=f_{k'}(1-f_k)-n(\omega_q,T_l)\,(f_k-f_{k'}).$$

The first term can be brought to the same form. With $x=(\varepsilon_k-\mu)/k_BT_e$ we have $f_k=1/(e^x+1)$ and $1-f_k=e^xf_k$. Therefore

$$f_k-f_{k'}=f_kf_{k'}\left(e^{x+\omega_q/k_BT_e}-e^x\right)=f_{k'}(1-f_k)\left(e^{\omega_q/k_BT_e}-1\right),$$

which means $f_{k'}(1-f_k)=(f_k-f_{k'})\,n(\omega_q,T_e)$. Hence

$$R=(f_k-f_{k'})\left[n(\omega_q,T_e)-n(\omega_q,T_l)\right].$$

The bracket is zero for $T_e=T_l$ and positive for $T_e>T_l$. Heat flows from hot to cold, mode by mode.

## (b) Averaged matrix elements

**Average $|M|^2\delta(\omega_q-\omega)$ over all pairs of states at two given energies, and assume that the result does not depend on those energies. Reduce $P$ to integrals over energy and frequency.**

Counting states of one spin gives $N^{-1}\sum_k\delta(\varepsilon_k-\varepsilon)=g(\varepsilon)/2$. The assumption then reads

$$\frac1{N^2}\sum_{kk'}|M_{kk'}|^2\delta(\omega_q-\omega)\delta(\varepsilon_k-\varepsilon_1)\delta(\varepsilon_{k'}-\varepsilon_2)=B(\omega)\,\frac{g(\varepsilon_1)}2\,\frac{g(\varepsilon_2)}2 ,$$

with $B$ a function of frequency alone. It contains both the matrix elements and the share of pairs whose phonon has frequency $\omega$; their combined effect must not depend on the electron energies. For classical phonons, part (c), it is enough that $\int\omega B\,d\omega$ does not. One density of states counts initial states and the other final states; this is the origin of the square found below.

Insert these three delta functions, integrated over $\varepsilon_1$, $\varepsilon_2$ and $\omega$, into $P$. Energy conservation sets $\varepsilon_2=\varepsilon_1+\omega$, and $4\pi/4=\pi$:

$$P=\pi\int_0^\infty d\omega\,\omega B(\omega)\left[n(\omega,T_e)-n(\omega,T_l)\right]I(\omega),$$

$$I(\omega)=\int d\varepsilon\,g(\varepsilon)g(\varepsilon+\omega)\left[f(\varepsilon)-f(\varepsilon+\omega)\right].$$

The function $B$ is fixed by the Eliashberg function $\alpha^2F$. This is the same pair sum taken at $\varepsilon_1=\varepsilon_2=0$, divided by the density of states of one spin, $g_F/2$:

$$\alpha^2F(\omega)=\frac{B(\omega)g_F^2/4}{g_F/2}=\frac{g_F}{2}B(\omega).$$

With the usual definitions $\lambda=2\int\alpha^2F\,d\omega/\omega$ and $\lambda\langle\omega^2\rangle=2\int\omega\,\alpha^2F\,d\omega$,

$$\int_0^\infty\omega B(\omega)\,d\omega=\frac{\lambda\langle\omega^2\rangle}{g_F}.$$

## (c) Classical phonons

**Find $P$ when phonon energies are small compared with $k_BT_e$ and $k_BT_l$. Is any further condition needed?**

For small $y$, $e^y-1=y(1+y/2+y^2/6+\dots)$, so

$$\frac1{e^y-1}=\frac1y\left(1-\frac y2-\frac{y^2}6+\frac{y^2}4+\dots\right)=\frac1y-\frac12+\frac y{12}+\dots$$

The constant $-1/2$ cancels between the two temperatures:

$$n(\omega,T_e)-n(\omega,T_l)=\frac{k_B(T_e-T_l)}{\omega}\left[1-\frac{\omega^2}{12k_B^2T_eT_l}+\dots\right].$$

The electronic factor $I(\omega)$ must be expanded too. Shift $\varepsilon$ by $-\omega/2$, so that the two energies lie symmetrically about $\varepsilon$. From here on, primes on $g$ and $f$ are energy derivatives:

$$g(\varepsilon-\tfrac\omega2)\,g(\varepsilon+\tfrac\omega2)=g^2+\frac{\omega^2}4(gg''-g'^2)+\dots,$$

$$f(\varepsilon-\tfrac\omega2)-f(\varepsilon+\tfrac\omega2)=-\omega f'-\frac{\omega^3}{24}f'''+\dots$$

Two integrations by parts turn $\int g^2(-f''')d\varepsilon$ into $\int(g^2)''(-f')d\varepsilon$, if the thermal weight at band edges is negligible. With $(g^2)''=2g'^2+2gg''$, the second-order terms add to $gg''(\tfrac14+\tfrac1{12})+g'^2(-\tfrac14+\tfrac1{12})$, and

$$I(\omega)=\omega\int d\varepsilon\,(-f')\left[g^2+\frac{\omega^2}6(2gg''-g'^2)+\dots\right].$$

So a further condition is needed: $g$ must vary little over one phonon energy. For smooth $g$ the error is then of second order in $\omega$; a step in $g$ within the thermal window makes it first order. As a test, take $g=1+0.5\sin2\varepsilon$, $k_BT_e=0.2$, $\mu=0.3$ and $\omega=0.05$ in common units. The coefficient of $\omega^2$ in $I/\omega$ is $-0.5303$ by direct integration and $-0.5306$ from the formula.

At leading order the factors $1/\omega$ and $\omega$ cancel, which leaves $\int\omega B\,d\omega$. Thus $P=G\,(T_e-T_l)$ with

$$\boxed{G(T_e)=\frac{\pi k_B\lambda\langle\omega^2\rangle}{g_F}\int g^2(\varepsilon)\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon}$$

The prefactor is constant as long as the bands and $\lambda\langle\omega^2\rangle$ do not change. Electron temperature enters through the width of $-\partial f/\partial\varepsilon$ and through $\mu(T_e)$, which the electron number fixes.

## (d) Two limits

**Find the first temperature correction to $G$ at fixed electron number. Then find what replaces the law when both temperatures are far below the phonon cutoff.**

If $g$ is flat, then $\int(-f')d\varepsilon=1$ gives the constant $G_0=\pi k_B\lambda\langle\omega^2\rangle g_F$.

For a smooth function $h$, expand about $\mu$. The odd term vanishes because $-f'$ is even about $\mu$. The second moment of $-f'$ is $(k_BT_e)^2$ times

$$\int_{-\infty}^{\infty}\frac{x^2e^x\,dx}{(e^x+1)^2}=4\int_0^\infty\frac{x\,dx}{e^x+1}=4\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^2}=\frac{\pi^2}3 ,$$

where the first equality is an integration by parts. So

$$\int h(-f')\,d\varepsilon\simeq h(\mu)+\frac{\pi^2}6(k_BT_e)^2h''(\mu).$$

Apply this first to the number of states below $\varepsilon$, whose derivative is $g$. Its thermal average is the electron number. Keeping that number at its zero-temperature value requires

$$g_F\,\mu+\frac{\pi^2}6(k_BT_e)^2g'=0,\qquad \mu=-\frac{\pi^2}6(k_BT_e)^2\frac{g'}{g_F}.$$

Now take $h=g^2$, with derivatives at $\varepsilon=0$:

$$\int g^2(-f')\,d\varepsilon\simeq g_F^2+2g_Fg'\mu+\frac{\pi^2}6(k_BT_e)^2(2g'^2+2g_Fg'').$$

The shift of $\mu$ contributes $-\tfrac{\pi^2}{6}(k_BT_e)^2\,2g'^2$, which cancels the slope term:

$$\frac G{G_0}\simeq1+\frac{\pi^2}3(k_BT_e)^2\frac{g''}{g_F}.$$

At this order curvature matters and slope does not.

In the cold limit the phonons are not classical. Take $\alpha^2F=\lambda\omega^2/\omega_c^2$ up to a cutoff $\omega_c$, and $g=g_F$ near the Fermi level, so that $I=g_F^2\omega$. With $B=2\alpha^2F/g_F$,

$$P=\frac{2\pi g_F\lambda}{\omega_c^2}\int_0^{\omega_c}\omega^4\left[n(\omega,T_e)-n(\omega,T_l)\right]d\omega .$$

For $k_BT_e,k_BT_l\ll\omega_c$ the upper limit may go to infinity. Expanding the Bose function in exponentials gives $\int_0^\infty x^4dx/(e^x-1)=24\,\zeta(5)$, where $\zeta(5)=\sum_m m^{-5}$. Hence

$$P\simeq\frac{48\pi\zeta(5)\lambda g_F}{\omega_c^2}\left[(k_BT_e)^5-(k_BT_l)^5\right].$$

For a small temperature difference the power is still proportional to $T_e-T_l$, but the coefficient now varies as $T^4$, because modes above the thermal energy are frozen out.

## (e) How good is the energy-independent average?

**Consider a simple cubic crystal with $\varepsilon_k=-2t\sum_i\cos k_i$, $\omega_q=\omega_m[(3-\sum_i\cos q_i)/6]^{1/2}$ and $|M|^2\propto\omega_q$, with wavevectors in inverse lattice constants. Find the energy dependence of the pair average at half filling.**

In the classical limit the coupling enters through the average of $\omega_q|M|^2$, here proportional to $3-\sum_i\cos(k'_i-k_i)$. Write each cosine as $\cos k'_i\cos k_i+\sin k'_i\sin k_i$. On a surface of constant energy the sines average to zero, since $k_i$ and $-k_i$ are equivalent. The three cosines have equal averages, which must be $-\varepsilon/6t$. The pair average is therefore proportional to

$$3-3\,\frac{\varepsilon_1\varepsilon_2}{36t^2}=3\left(1-\frac{\varepsilon_1\varepsilon_2}{36t^2}\right).$$

For $\varepsilon_2\simeq\varepsilon_1=\varepsilon$, the integrand of $G$ acquires the factor $1-\varepsilon^2/36t^2$. The energy-independent average is good when $k_BT_e\ll6t$.

The double sum of part (a) was evaluated by random sampling for $k_BT_e=1.0\,t$, $k_BT_l=0.5\,t$ and $\omega_m=0.1\,t$, with narrow Gaussians in place of the delta functions. It gives 0.953 of the power predicted with a constant average, and 0.998 of the power predicted with the energy factor included. The sampling error is estimated at about one percent or less. The sum thus confirms the reduction from part (a) to the formula for $G$, including the spin convention for $g$, and shows an error of about 5 percent from the constant average at this high temperature.

## (f) A gold-like metal

**Evaluate $G$ for a lattice at 300 K and electrons up to 6000 K, and size the neglected effects.**

*Inputs.* These are rough values in the regime of gold. One sp electron per atom occupies $g_s=g_F\sqrt{1+\varepsilon/W}$ with $W=5.5$ eV. Since $\int_{-W}^0g_s\,d\varepsilon=\tfrac23g_FW=1$, $g_F=0.2727$ states/(eV atom). Ten d electrons fill a smooth band

$$g_d=\frac{15}{16}\,\frac{10}{b}\,(1-y^2)^2,\qquad y=\frac{\varepsilon-\varepsilon_d}{b},\quad |y|<1,$$

with centre $\varepsilon_d=-4.7$ eV and half-width $b=2.8$ eV. Its top lies at $-1.9$ eV. The Eliashberg function is that of part (d), with $\lambda=0.20$ and cutoff 0.015 eV. Then

$$\lambda\langle\omega^2\rangle=\frac{2\lambda}{\omega_c^2}\int_0^{\omega_c}\omega^3d\omega=\frac{\lambda\omega_c^2}2=2.25\times10^{-5}\ \text{eV}^2 .$$

*Flat-band value.* With phonon energies in eV, restoring units divides by $\hbar$:

$$G_0=\frac{\pi(8.617\times10^{-5})(2.25\times10^{-5})(0.2727)}{6.582\times10^{-16}}\ \frac{\text{eV}}{\text{s K atom}}=2.52\times10^{-6}\ \frac{\text{eV}}{\text{ps K atom}} .$$

For 17 Å$^3$ per atom this is $2.38\times10^{16}$ W/(m$^3$ K).

*Temperature dependence.*

| $T_e$ (K) | $\mu$ (eV) | $G/G_0$ |
|---|---|---|
| 1000 | −0.0011 | 0.9998 |
| 3000 | −0.0099 | 0.9999 |
| 4000 | −0.0164 | 1.019 |
| 5000 | −0.0202 | 1.104 |
| 6000 | −0.0157 | 1.319 |

At 1000 K the limit of part (d) applies. The square-root band has $g''/g_F=-1/4W^2$, so the predicted change is $-\pi^2(k_BT_e)^2/12W^2=-2.02\times10^{-4}$. The full integral gives the same value to three digits.

The coupling has a shallow minimum near 2500 K, about 0.1 percent below $G_0$. It then rises, passes $G_0$ near 3000 K and is 10 percent above it near 5000 K. At 6000 K it reaches $3.14\times10^{16}$ W/(m$^3$ K). If the d states are removed from $g^2$ while $\mu$ is kept, $G/G_0$ at 6000 K falls to 0.997, so in this model the d band causes the rise. The weight $-\partial f/\partial\varepsilon$ is small in the d band, but $g^2$ is large there. At 6000 K the product $g_d^2(-\partial f/\partial\varepsilon)$ is largest near $-3.3$ eV, halfway between the top and the centre of the d band ($y=1/2$). There $g_d$ is about seven times $g_F$, and the square makes this a factor of nearly 50.

The chemical potential first falls, as the sp slope requires, and then turns upward. Thermal emptying of d states would lower the electron number at fixed $\mu$, so $\mu$ must rise to compensate. Holding $\mu$ at zero would change $G$ at 6000 K by only 0.5 percent.

*Lattice heating.* Classical phonons have heat capacity $3k_B$ per atom. With the lattice at 300 K and electrons at 3000 K, the initial heating rate is

$$\frac{G(T_e-T_l)}{3k_B}=\frac{(2.52\times10^{-6})(2700)}{3(8.617\times10^{-5})}\ \text{K/ps}\approx26\ \text{K/ps}.$$

At $T_e=6000$ K it is about 73 K/ps. Quantum corrections to the coupling and to the heat capacity, for a Debye spectrum with the same cutoff, raise both rates by less than 2 percent.

*Quantum phonons.* In the correction of part (c), $\omega^2$ is averaged with weight $\omega\,\alpha^2F\propto\omega^3$, which gives $\tfrac23\omega_c^2=1.5\times10^{-4}$ eV$^2$. With both temperatures near 300 K the predicted ratio of full to classical power is 0.981; the full integral gives 0.982. For electrons at 3000 K both give 0.998. Near 50 K the full result is only 0.55 of the classical one, and the formula for $G$ should not be used.

*Comparison with gold.* Gold has its d-band top roughly 2 eV below the Fermi level, $\lambda$ of roughly 0.1 to 0.2, and a room-temperature coupling of a few $10^{16}$ W/(m$^3$ K). The inputs and $G_0$ are therefore of the right size, though $G_0$ is proportional to the uncertain $\lambda$. The smooth d band is a simplification, and the rise depends strongly on the shape of its upper edge: a rectangular d band with the same edges and electron number gives $G/G_0\approx2.2$ at 6000 K instead of 1.32. The rise at high $T_e$ is therefore much less certain than $G_0$. In a real metal d and sp states need not couple equally. If each d factor in $g$ is given weight 0.5, so that d–d pairs count one quarter and sp–d pairs one half, $G$ at 6000 K drops by 17 percent and the rise above $G_0$ shrinks from 32 to about 9 percent. Moving the d band by 0.3 eV, with other inputs fixed and $\mu$ recomputed, changes $G$ at 6000 K by −11 percent (down) or +18 percent (up). Just after a short pulse the electrons may also lack a Fermi distribution, and phonon branches may heat unequally. Neither effect is sized here, and either one, if large, invalidates the two-temperature description on which $G$ rests. The numerical output lists the remaining values.

## Calculated quantities

```
CUBIC CRYSTAL TEST (energies in hopping t)
kTe, kTl, largest phonon energy: 1.0, 0.5, 0.1 t
pair sum / constant-average formula: 0.953
pair sum / formula with known energy factor: 0.998
SMOOTHNESS TEST (wavy density of states)
second-order coefficient, numerical: -0.5303
second-order coefficient, formula: -0.5306
GOLD-LIKE MODEL, rough inputs
sp band depth: 5.5 eV; sp electrons: 1 per atom
d band centre, half-width: -4.7, 2.8 eV
d band top: -1.9 eV; d electrons: 10 per atom
lambda: 0.20; phonon cutoff: 0.015 eV
lambda<w^2>: 2.250e-05 eV^2
volume per atom: 17.0 angstrom^3; lattice: 300 K
g_F: 0.2727 states/(eV atom)
flat-band G0: 2.379e+16 W/(m^3 K)
flat-band G0: 2.524e-06 eV/(ps K atom)
Te (K) | mu (eV) | G (W/(m^3 K)) | G/G0
300 | -0.0001 | 2.379e+16 | 1.0000
1000 | -0.0011 | 2.378e+16 | 0.9998
2000 | -0.0044 | 2.377e+16 | 0.9992
3000 | -0.0099 | 2.378e+16 | 0.9999
4000 | -0.0164 | 2.423e+16 | 1.0187
5000 | -0.0202 | 2.627e+16 | 1.1043
6000 | -0.0157 | 3.138e+16 | 1.3192
G is 10 percent above G0 at Te = 4969 K
lattice heating rate at Te = 3000 K: 26.4 K/ps
lattice heating rate at Te = 6000 K: 73.4 K/ps
LOW-TEMPERATURE LAW at Te = 1000 K
G/G0 - 1, numerical: -2.020e-04
G/G0 - 1, formula: -2.019e-04
QUANTUM PHONONS: full rate / classical formula
both near 300 K: 0.98153; first order 0.98130
Te 3000 K, Tl 300 K: 0.99814; first order 0.99813
both near 50 K: 0.546
NEGLECTED OR ALTERED EFFECTS at Te = 6000 K
G/G0 with d states removed from coupling: 0.9972
G ratio, d amplitude weight 0.5 in each factor g: 0.829
G ratio, mu held at zero: 0.995
G ratio, d band lowered by 0.3 eV: 0.892
G ratio, d band raised by 0.3 eV: 1.183
```
